\section*{The misfit period of iron on MgO(001)}

\section{Problem}

A magnetic tunnel junction has iron electrodes and an MgO barrier, both with (001) planes parallel to the interface. The cubic lattice constants are $a=2.866$~\AA\ for iron and $A=4.212$~\AA\ for MgO. The crystals are turned by $45^\circ$ about their common normal, so that Fe[100] is parallel to MgO[110]. Each keeps its own lattice constant, and the interface is flat. Over what distance along Fe[100] do the two lattices go out of step and come back into step? How does the answer depend on direction, and how far can it be trusted in a junction that relies on symmetry filtering?

\section{A tempting solution}

Because of the rotation, iron must be compared with half the face diagonal of the MgO cube,
\begin{equation}
d=\frac{A}{\sqrt2}=\frac{4.212\ \text{\AA}}{1.4142}=2.9783\ \text{\AA}.
\end{equation}
The misfit, referred to iron, is
\begin{equation}
f=\frac{d-a}{a}=\frac{0.1123}{2.866}=3.92\,\% .
\end{equation}
Each iron spacing therefore falls behind by the fraction $f$ of a spacing. After $1/f$ spacings the lag amounts to one whole spacing, and the lattices match again. The distance covered is $1/f$ iron spacings:
\begin{equation}
L_{\rm wrong}=\frac{a}{f}=\frac{a^2}{d-a}=7.31\ \text{nm}.
\label{wrong}
\end{equation}

\section{Where it fails}

The comparison length $d$ and the misfit $f$ are correct. The fault lies in the last step, where a number of spacings is turned into a distance.

Number the atoms of both rows from a common origin. Iron atom $n$ lies at $na$ and oxygen atom $n$ at $nd$, so iron lags by $n(d-a)$. The argument sets this lag equal to $a$, which gives
\begin{equation}
n=\frac{a}{d-a}\equiv N=\frac1f .
\end{equation}
For the moment let $n$ be a continuous variable. If the lag is $a$, then
\begin{equation}
Nd-Na=a\quad\Longrightarrow\quad Nd=(N+1)a .
\end{equation}
The site that meets oxygen number $N$ is iron number $N+1$, and they meet at $Nd$. The tempting solution stops at $Na$, one iron spacing too early. It has counted oxygen spacings correctly and then multiplied their number by the iron spacing.

The opposite mixture also fails. With the misfit referred to oxygen,
\begin{equation}
f'=\frac{d-a}{d}=3.77\,\%,
\end{equation}
the quotient $d/f'=d^2/(d-a)$ is $7.90$~nm, which is too long. The consistent pairs are $d/f$ and $a/f'$, and they are equal:
\begin{equation}
\frac df=\frac{d\,a}{d-a}=\frac a{f'} .
\label{pairs}
\end{equation}

\section{Solution along Fe[100]}

\subsection{The two surface nets}

Iron is body-centred cubic. Its outermost (001) layer is a square net of side $a$, because the body-centre atoms lie $a/2$ deeper.

MgO has the rocksalt structure. In a (001) layer, oxygen occupies the corners and the centre of each square of side $A$. The shortest vector between oxygen atoms runs from a corner to the centre:
\begin{equation}
\left|\left(\tfrac A2,\tfrac A2\right)\right|
=\sqrt{\tfrac{A^2}{4}+\tfrac{A^2}{4}}=\frac{A}{\sqrt2}=d .
\end{equation}
This vector and its perpendicular partner span a square net of side $d$, turned by $45^\circ$ from the cube axes. Without the rotation, placing one iron atom on each square of side $A$ would require iron to stretch by $A/a-1=47.0\,\%$. With the rotation the nets differ by a few per cent, and a slow drift of registry becomes a sensible description.

\subsection{One cycle of registry}

At a distance $x$ from a matched point, $x/a$ iron spacings and $x/d$ oxygen spacings have been passed. The lattices are in step again when these numbers differ by one:
\begin{equation}
\frac xa-\frac xd=1 .
\end{equation}
Calling this distance $p$ and solving,
\begin{align}
\frac1p&=\frac1a-\frac1d=\frac{d-a}{ad},\label{inverse}\\
p&=\frac{ad}{d-a}.
\label{period}
\end{align}
The numbers give
\begin{equation}
p=\frac{2.866\times2.9783}{0.1123}\ \text{\AA}\simeq 76.0\ \text{\AA}=7.60\ \text{nm},
\end{equation}
where the unrounded difference $d-a$ has been used. At the distance (\ref{wrong}) the cycle is incomplete: $L_{\rm wrong}/p=a/d=1-f'$, so the tempting result is low by $3.77\,\%$ of the correct one. In the limit $d\to a$ this relative error vanishes, although $p$ itself diverges.

\subsection{Why the period is an average}

Equation (\ref{period}) gives $N=p/d=25.513$ oxygen spacings and $N+1=p/a=26.513$ iron spacings. Neither is an integer, so no atom need sit at the distance $p$.

Iron atom $m$ lies at $x=ma$. The number of registry cycles completed there is
\begin{equation}
\frac{ma}{p}=\frac{m(d-a)}{d}=\frac{m}{N+1}.
\end{equation}
The best match number $j$ is thus the integer $m$ nearest to $j(N+1)$. Successive values of $m$ differ by 26 or 27, with mean $26.513$. Each cycle contains one oxygen spacing fewer, hence 25 or 26. A direct search for the best-matched atoms along a row of 100\,000 iron atoms finds these steps and a mean separation of $7.599$~nm.

The nearest whole-number coincidences are
\begin{align}
25d&=74.458\ \text{\AA}, & 26a&=74.516\ \text{\AA},\\
26d&=77.437\ \text{\AA}, & 27a&=77.382\ \text{\AA},\\
51d&=151.895\ \text{\AA}, & 53a&=151.898\ \text{\AA}.
\end{align}
Two periods are nearly commensurate. The agreement to $0.003$~\AA\ should not be taken literally: an uncertainty of $0.0005$~\AA\ in $a$ becomes about $0.03$~\AA\ in $53a$.

\subsection{Local relaxation}

Real interface atoms move towards favourable positions. Suppose an iron atom at $x$ is displaced by $s\sin(2\pi x/p)$. The displacement never exceeds $s$, so the separation of two distant atoms changes by at most $2s$. The number of registry cycles between them changes by a bounded amount, while the total number grows with distance. The mean period stays equal to $p$.

The pattern within a period does change. With a chosen amplitude $s=0.3$~\AA, the share of iron atoms within $d/10$ of an oxygen position along the row rises from $20.0\,\%$ to $38.9\,\%$. Good patches widen and the misfit is squeezed into narrower regions. The amplitude is an illustration, not the result of an energy calculation.

\section{The pattern in the plane}

\subsection{A square lattice of matched patches}

Let $\mathbf r$ be the position of an iron atom. Any property of its place above the oxygen net, such as the distance to the nearest oxygen, is a sum of waves $e^{i\mathbf G_{\rm O}\cdot\mathbf r}$, with $\mathbf G_{\rm O}$ a reciprocal vector of that net. At iron sites $e^{i\mathbf G_{\rm Fe}\cdot\mathbf r}=1$, and therefore
\begin{equation}
e^{i\mathbf G_{\rm O}\cdot\mathbf r}
=e^{i(\mathbf G_{\rm O}-\mathbf G_{\rm Fe})\cdot\mathbf r}.
\end{equation}
A rapid wave sampled at iron sites looks like a slow one. For the shortest reciprocal vectors along Fe[100], the slow wave number is
\begin{equation}
q=2\pi\left(\frac1a-\frac1d\right)=\frac{2\pi}{p}.
\label{q}
\end{equation}
The perpendicular direction gives the same value. The matched patches form a square lattice of side $p$ with its axes along Fe[100] and Fe[010]. A Fourier analysis of the squared distance to the nearest oxygen, over $281\times281$ iron atoms, gives $7.599$~nm for the period.

\subsection{The diagonal direction}

An image taken along an in-plane diagonal of iron shows atomic planes edge-on, stacked along Fe[110]. The relevant spacings are $a/\sqrt2=2.0266$~\AA\ in iron and $A/2=d/\sqrt2=2.1060$~\AA\ in MgO. The vernier rule now gives
\begin{equation}
p_{110}=\frac{(a/\sqrt2)(d/\sqrt2)}{(d-a)/\sqrt2}
=\frac{1}{\sqrt2}\,\frac{ad}{d-a}=\frac p{\sqrt2}=5.37\ \text{nm}.
\end{equation}

This does not contradict the square pattern. The diagonal rows of a square lattice of side $p$ are $p/\sqrt2$ apart. Starting from a patch with iron above oxygen, a walk of $p/\sqrt2$ along the diagonal leads to the point $(p/2,p/2)$. There iron has shifted by half an oxygen spacing along both axes and lies above the centre of an oxygen square, where magnesium sits. The edge-on planes are aligned again, but the atom underneath is different. Iron returns to oxygen after $\sqrt2\,p$ along this line. In the same way, planes seen edge-on and stacked along Fe[100] are $a/2$ apart in iron and $d/2$ apart in MgO, and they realign every $p/2=3.80$~nm. The pattern of side $p$ also depends on the flat interface: at $(p/2,p/2)$ the second iron layer, offset by $(a/2,a/2)$, lies above oxygen, so an interface with single-layer steps can regain iron above oxygen there. A quoted misfit period therefore needs both its direction and the feature being counted.

\section{What the period means for symmetry filtering}

Symmetry filtering in Fe/MgO relies on states near zero in-plane wave vector, $\mathbf k_\parallel=0$. There the fourfold symmetry about the interface normal separates states into classes, among them $\Delta_1$, which decays most slowly in MgO. At a general $\mathbf k_\parallel$ the fourfold symmetry is lost and the classes may mix.

If both crystals share one in-plane net, $\mathbf k_\parallel$ is conserved up to a reciprocal vector of that net. With a misfit, the potential of the oxygen net contains rapid waves such as $e^{-i\mathbf G_{\rm O}\cdot\mathbf r}$, while the periodic parts of the iron Bloch functions supply factors such as $e^{i\mathbf G_{\rm Fe}\cdot\mathbf r}$. Their product is a slow wave with $\mathbf q=\mathbf G_{\rm Fe}-\mathbf G_{\rm O}$. We write the resulting effective coupling as $W_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$. Between states with in-plane factors $e^{i\mathbf k\cdot\mathbf r}$ and $e^{i\mathbf k'\cdot\mathbf r}$ its matrix element contains
\begin{equation}
W_{\mathbf q}\int e^{-i\mathbf k'\cdot\mathbf r}\,
e^{i\mathbf q\cdot\mathbf r}\,e^{i\mathbf k\cdot\mathbf r}\,d^2r ,
\end{equation}
which, divided by the area, tends to zero for a large area unless $\mathbf k'=\mathbf k+\mathbf q$. When this single slow wave acts between iron Bloch states, the condition holds up to a reciprocal vector of the iron net. Other combinations of reciprocal vectors of the two nets give other steps, such as $\sqrt2\,q$ along the diagonal, each with its own coupling strength. From (\ref{q}),
\begin{equation}
q=\frac{2\pi}{7.599\ \text{nm}}=0.827\ \text{nm}^{-1},
\qquad
\frac{q}{\pi/a}=\frac{2a}{p}=0.0754 .
\end{equation}
A single event of this kind moves an electron from the zone centre by about $7.5\,\%$ of the way to the edge of the iron surface zone. Geometry fixes the size of this step. The probability depends on $W_{\mathbf q}$, which geometry does not supply, so no loss of magnetoresistance can be inferred from $p$ alone.

A square pillar of chosen width $40$~nm, with its sides along the iron axes, spans $40/7.599=5.26$ periods. Its area holds about $5.26^2\simeq28$ matched patches. In this ideal geometry the electrons sample many registries, not one.

\section{How firm is the number?}

\subsection{Lattice constants and temperature}

The period comes from a small difference and inherits its sensitivity. Differentiating (\ref{inverse}),
\begin{equation}
-\frac{dp}{p^2}=-\frac{da}{a^2}+\frac{dd}{d^2}
\quad\Longrightarrow\quad
dp=\left(\frac pa\right)^2da-\left(\frac pd\right)^2dd .
\label{sensitivity}
\end{equation}
The coefficients are $703$ and $-651$. If each given lattice constant is uncertain by $0.0005$~\AA, with $dd=dA/\sqrt2$, the extreme combinations give $7.54$ to $7.66$~nm. The tempting answer of $7.31$~nm lies outside this range, so rounding cannot excuse it.

For free thermal expansion by $\Delta T$, put $da=a\alpha_{\rm Fe}\Delta T$ and $dd=d\alpha_{\rm MgO}\Delta T$ into (\ref{sensitivity}) and divide by $p$:
\begin{equation}
\frac{\Delta p}{p}\simeq\left[\frac pa\,\alpha_{\rm Fe}
-\frac pd\,\alpha_{\rm MgO}\right]\Delta T
=\left[(N+1)\alpha_{\rm Fe}-N\alpha_{\rm MgO}\right]\Delta T .
\end{equation}
Equal coefficients would give the ordinary expansion $\alpha\Delta T$. With rough values of $12\times10^{-6}$ and $11\times10^{-6}$~K$^{-1}$ and $\Delta T=300$~K, the change is $1.13\,\%$, and the period becomes $7.68$~nm. The small difference between the coefficients is magnified about 26 times, so this shift is itself a rough figure: with $12.5\times10^{-6}$~K$^{-1}$ for MgO it would almost vanish.

\subsection{A small twist}

Let the oxygen net be turned by an extra angle $\theta$. The shortest reciprocal vectors are now $(2\pi/a)(1,0)$ and $(2\pi/d)(\cos\theta,\sin\theta)$. The squared length of their difference, divided by $4\pi^2$, is
\begin{align}
\frac1{p(\theta)^2}
&=\frac1{a^2}+\frac1{d^2}-\frac{2\cos\theta}{ad}\\
&=\frac{a^2+d^2-2ad\cos\theta}{a^2d^2}\\
&=\frac{(d-a)^2+4ad\sin^2(\theta/2)}{a^2d^2},
\end{align}
where the last line uses $\cos\theta=1-2\sin^2(\theta/2)$. Hence
\begin{equation}
p(\theta)=\frac{ad}{\sqrt{(d-a)^2+4ad\sin^2(\theta/2)}} .
\end{equation}
At $\theta=0$ this returns (\ref{period}). For equal nets, $d=a$, it becomes $a/[2\sin(\theta/2)]$, a pattern due to rotation alone. For our nets a twist of $0.5^\circ$ shortens the side of the square lattice of matched patches by $2.5\,\%$, to $7.41$~nm. This length no longer lies along Fe[100]. The difference vector makes an angle $\phi$ with that axis, with $\tan\phi=a\sin\theta/(d-a\cos\theta)$ in magnitude, so the patch lattice turns by $12.5^\circ$. A row along Fe[100] still slips by one oxygen spacing every $7.59$~nm, but it drifts sideways and after one cycle misses the nearest oxygen by about $0.65$~\AA.

\subsection{Retained strain}

Suppose iron remains stretched by $\varepsilon$ along both in-plane axes while MgO keeps its free lattice constant. Replacing $a$ by $a(1+\varepsilon)$ gives
\begin{align}
p(\varepsilon)&=\frac{a(1+\varepsilon)d}{d-a-a\varepsilon}
=\frac{ad}{d-a}\,\frac{1+\varepsilon}{1-a\varepsilon/(d-a)}\\
&=p\,\frac{1+\varepsilon}{1-\varepsilon/f}.
\end{align}
For $\varepsilon=0.5\,\%$ the factor is $1.005/(1-0.5/3.92)=1.152$. The period grows by $15.2\,\%$, to $8.75$~nm. As $\varepsilon$ approaches $f=3.92\,\%$ it diverges: the nets become identical, and a coherent interface has no misfit period. Of the effects sized here, for the values chosen, retained strain is the largest.

\subsection{Comparison with real junctions}

The given lattice constants are ordinary room-temperature values for the bulk crystals. The assumption that both layers are free can fail in a device. An MgO barrier may be only one to two nanometres thick, and the first few atomic layers of MgO grown on iron can be held close to the iron spacing. In that case MgO carries the strain: a compression of $3.77\,\%$ removes the misfit entirely, and a partial compression lengthens the period. The electrodes may also be a cobalt--iron alloy instead of pure iron. By (\ref{period}), an electrode lattice constant smaller by $0.01$~\AA\ shortens the period by about $6.5$~\AA, with MgO held fixed. The value $7.60$~nm describes two relaxed, untwisted crystals; for a particular junction the in-plane spacings of its own layers should be put into (\ref{period}). The numerical output following this text lists most of the values used.

\section*{Calculated quantities}
\begin{verbatim}
iron lattice constant a = 2.866 angstrom
MgO lattice constant A = 4.212 angstrom
oxygen net side d = 2.9783 angstrom
angle of oxygen net to cube axes = 45.0 degrees
difference d - a = 0.1123 angstrom
iron stretch needed without rotation = 47.0 %
misfit (d-a)/a = 3.92 %
misfit (d-a)/d = 3.77 %
oxygen spacings per period N = 25.513
iron spacings per period N+1 = 26.513
misfit period p = 75.99 angstrom = 7.599 nm
period measured on atomic chain = 7.599 nm
period measured on 2D atom map = 7.599 nm
iron steps between best matches = 26 27
oxygen steps between best matches = 25 26
25 d = 74.458 angstrom; 26 a = 74.516 angstrom
26 d = 77.437 angstrom; 27 a = 77.382 angstrom
51 d = 151.895 angstrom; 53 a = 151.898 angstrom
wrong pairing a/[(d-a)/a] = 7.31 nm
wrong pairing d/[(d-a)/d] = 7.90 nm
iron plane spacing along Fe[110] = 2.0266 angstrom
oxygen plane spacing along Fe[110] = 2.1060 angstrom
plane vernier period along Fe[110] = 5.373 nm
relaxation amplitude in test = 0.3 angstrom
Fe within d/10 of O, unrelaxed chain = 20.0 %
Fe within d/10 of O, relaxed chain = 38.9 %
misfit wave vector 2 pi/p = 0.827 1/nm
its ratio to iron zone edge pi/a = 0.0754
pillar width = 40 nm
periods across pillar = 5.26
slope dp/da = 703 (dimensionless)
slope dp/dd = -651 (dimensionless)
input rounding, each constant = +/-0.0005 angstrom
period range from rounding = 7.54 to 7.66 nm
rough expansion coefficient of Fe = 12e-6 1/K
rough expansion coefficient of MgO = 11e-6 1/K
period after heating by 300 K = 7.68 nm
relative change on heating = 1.13 %
period with 0.5 degree twist = 7.41 nm
relative change from twist = -2.5 %
period with 0.5 % Fe strain = 8.75 nm
relative change from strain = 15.2 %
\end{verbatim}
